Comment on reading a fitted tunnelling mass as a conduction-band mass

**The argument under review**

The argument runs as follows. Electrons tunnel through a series of oxide films of different thickness d, with the electron energy 2 eV below the oxide conduction edge. The slope of ln T against d, where T is the transmission probability, gives an amplitude decay constant κ = 0.3549 Å⁻¹ (0.1878 bohr⁻¹). Inserting this in κ² = 2mφ (atomic units), with φ the barrier height, gives m = 0.24 electron masses. The argument then concludes that the conduction-band mass of the oxide is 0.24, and uses this mass to predict tunnelling from electrodes with other band offsets.

The first conclusion, the value of κ, is sound if T is the transmission at zero transverse momentum, as is assumed here; a measured current needs a correction given below. The mass 0.24 is also a correct restatement of κ at that one energy. What does not follow is that it describes the curvature of the conduction band at its edge, or that it may be carried to another barrier. The first use assumes that κ² is proportional to φ from the band edge down to the fitted energy, the second that it is so from the fitted energy to the new one. The question is what replaces that proportionality when the valence band is included.

**The two-band model**

I use atomic units in the algebra (ħ = electron mass = 1). The barrier is flat, the transverse momentum is zero, tunnelling is coherent and elastic, and image forces are left out. Let u and v be the conduction and valence envelopes, and let P be their coupling:

(Ec + αk²/2 − E)u + Pk v = 0

Pk u + (Ev − βk²/2 − E)v = 0

The coefficients α, β ≥ 0 represent k² terms from outside the pair. The sign is an assumption: the free-electron term adds +1 to α and −1 to β, so β can be negative, a case touched on only at the end. A non-zero solution requires

(Ec + αk²/2 − E)(Ev − βk²/2 − E) = P²k².

The band-edge masses come from small real k. Put E = Ec + δ, with δ of order k². To that order the second factor is −Eg, where Eg = Ec − Ev, so

−Eg(αk²/2 − δ) = P²k², hence δ = (α + 2P²/Eg)k²/2.

Since δ = k²/(2m_c) defines the conduction mass,

1/m_c = α + 2P²/Eg.

At the valence edge put E = Ev − δ. The first factor is then Eg, and Eg(δ − βk²/2) = P²k² gives

1/m_v = β + 2P²/Eg.

Both masses are positive by this convention.

Inside the gap define φ = Ec − E and η = E − Ev, so that φ + η = Eg. For an evanescent wave k = iκ, and with s = κ² we have k² = −s. The determinant becomes (φ − αs/2)(−η + βs/2) = −P²s, or, after changing the sign of both sides,

(φ − αs/2)(η − βs/2) = P²s.

**The decay relation**

Suppose first that only the conduction band has an outside term, so β = 0. The equation is then linear in s:

φη = s(P² + αη/2).

The edge masses give P² = Eg/(2m_v) and α = 1/m_c − 1/m_v, which requires m_v ≥ m_c. Writing Eg = φ + η,

P² + αη/2 = ½[(φ + η)/m_v + η/m_c − η/m_v] = ½[φ/m_v + η/m_c].

Dividing by φη gives 1/s:

1/κ² = 1/(2m_cφ) + 1/(2m_vη).

If instead α = 0, then φη = s(P² + βφ/2), with P² = Eg/(2m_c) and β = 1/m_v − 1/m_c. The bracket is ½[(φ + η)/m_c + φ/m_v − φ/m_c], which is the same expression. The relation therefore holds for either ordering of the masses, provided αβ = 0. It is exact for this model, not for a real oxide.

The fitted mass is defined by m_app = κ²/(2φ). Multiplying the relation by 2φ gives

1/m_app = 1/m_c + φ/(m_vη).

The second term is positive, so m_app lies below m_c everywhere inside the gap. It tends to m_c as φ → 0. It also tends to m_c at fixed energy when m_v → ∞; here P² = Eg/(2m_v) → 0 and the bands decouple. Near the valence edge, η → 0, the relation gives κ² → 2m_vη: the decay is then set by the valence mass, and m_app tends to zero because κ² vanishes while φ, by which it is divided, tends to Eg. For equal edge masses, 1/m_app = (η + φ)/(m_cη), so m_app = m_c(1 − φ/Eg).

**Why the one-band fit succeeds at one energy**

Within the slab replace k by −i d/dx and take β = 0. The second row reads −iPu′ = ηv, so v = −iPu′/η. The coupling term in the first row is −iPv′ = −P²u″/η, and that row becomes

−(α/2 + P²/η)u″ + φu = 0.

This is a one-band equation, −u″/(2m) + φu = 0, with

1/m = α + 2P²/η = 1/m_c − 1/m_v + (φ + η)/(m_vη) = 1/m_c + φ/(m_vη).

The mass in it is m_app. For β = 0, a one-band description of the slab is thus correct at one fixed energy, and a good fit to a thickness series cannot then reveal the second band. The energy dependence enters through η when E changes.

**Numbers for the disputed fit**

Take round model parameters: Eg = 6 eV, m_c = 0.3 and m_v = 0.6 electron masses. Then α = 1.6667 and β = 0. At φ = 2 eV, η = 4 eV and

1/m_app = 1/0.3 + 2/(0.6 × 4) = 3.3333 + 0.8333 = 4.1667,

so m_app = 0.24. The observed decay constant is reproduced by an oxide whose conduction mass is 0.3; the fitted mass is 20% below it. The size of this shortfall rests on the light m_v: it is 9% for m_v = 1.5 and 5% for m_v = 3. In a real oxide m_v and Eg refer to the valence band that couples to the conduction band, which need not be the topmost one. The datum does not single out this oxide either. With equal edge masses and the same gap, m_c = 0.24/(1 − 2/6) = 0.36 would also reproduce it.

Across the gap the model gives:

φ = 1 eV: κ = 0.2675 Å⁻¹, m_app = 0.273
φ = 2 eV: κ = 0.3549 Å⁻¹, m_app = 0.240
φ = 3 eV: κ = 0.3968 Å⁻¹, m_app = 0.200
φ = 4 eV: κ = 0.3968 Å⁻¹, m_app = 0.150
φ = 5 eV: κ = 0.3354 Å⁻¹, m_app = 0.086

The equal decay constants at 3 and 4 eV are no rounding accident. In the combination φη/(η/m_c + φ/m_v), which is κ²/2, they give 9/(10 + 5) and 8/(6.667 + 6.667), both 0.6 in these mixed units. The same κ divided by different φ yields different masses.

As a test of the relation, decay constants were computed from the Green's function of the discretized two-band Hamiltonian, for m_v larger than, equal to and smaller than m_c. They agree with the formula to within 5 parts in 10⁵ of its value.

**A slope fit gives another mass**

One might fit the local slope of κ² against φ instead, defining m_slope = ½ dκ²/dφ. Differentiate the decay relation with η = Eg − φ:

−(1/s²) ds/dφ = −1/(2m_cφ²) + 1/(2m_vη²).

Multiply by −s²/2 and insert s = 2m_appφ, so that s² = 4m_app²φ²:

m_slope = m_app²[1/m_c − φ²/(m_vη²)].

At 2 eV this is 0.168, against 0.240 from the value of κ itself. It vanishes where η/φ = √(m_c/m_v), that is, at

φ_b = Eg/[1 + √(m_c/m_v)] = 3.51 eV,

where κ is largest. At 4 eV it is −0.075. The negative sign means that κ falls as E moves further towards the valence band; it does not mean that the conduction edge has a negative mass. A parabolic one-band law has m_app = m_slope at every energy, so a difference between them shows that the law has failed, provided φ is known accurately; an error in the assumed barrier height would also make them differ.

**What the transferred mass does to the current**

Let identical parabolic electrodes have mass m_L and wave number k_L. Write the first row as −w′ + φu = 0, with flux w = (α/2)u′ + iPv. Where P changes with x this fixes an operator ordering: kP in the first row, Pk in the second. With it, integrating across an interface makes w continuous; finite v requires finite u′, so u is continuous too. Another ordering changes the prefactor of T but not κ: the symmetric form (Pk + kP)/2 lowers T at 1 eV by about a factor of two for an interface graded over a tanh width of 0.8 bohr, and by more as the interface sharpens. The absolute transmissions below belong to the ordering chosen here. In the slab iPv = P²u′/η, hence w = u′/(2m_app). In an electrode P = 0 and α = 1/m_L, so w = u′/(2m_L).

Define r = (κ/m_app)/(k_L/m_L). For a thick slab the wave returning to the left face is negligible. With reflected amplitude R and slab amplitude C,

1 + R = C, 1 − R = irC.

Adding gives C = 2/(1 + ir). At the right face, let D be the reflected amplitude and τ the transmitted amplitude, both relative to the arriving wave:

1 + D = τ, 1 − D = −iτ/r.

Adding gives τ = 2r/(r − i). The electrodes are identical, so T = |C|²|τ|² exp(−2κd):

T ≈ 16r²/(1 + r²)² exp(−2κd).

The prefactor does not depend on d, which justifies taking κ from the thickness slope of T at zero transverse momentum. A measured current sums over transverse momentum k∥. For an isotropic barrier the decay constant becomes √(κ² + k∥²), the factor exp(−k∥²d/κ) integrates to a prefactor proportional to 1/d, and the slope returns about κ + 1/(2d). In the example at 2 eV, films of 15 and 25 Å then give 0.381 Å⁻¹ instead of 0.355 Å⁻¹, a mass of 0.28 instead of 0.24. This shift is comparable to the two-band effect and opposite in sign, and it must be removed before the analysis here is applied.

Now carry m = 0.24 from 2 eV to other offsets, with d = 20 Å, m_L = 1 and an electrode kinetic energy of 5 eV. At 1 eV the constant mass gives κ = 0.3549/√2 = 0.2510 Å⁻¹, too small by 0.0165 Å⁻¹. The exponential error is exp(2 × 0.0165 × 20) ≈ 1.9, and the full transmission is too large by a factor of 1.97. At 4 eV the predicted κ is 0.5020 Å⁻¹ instead of 0.3968 Å⁻¹. The exponential factor is exp(−2 × 0.1052 × 20) ≈ 0.015; with the prefactors included, T is 5.4 × 10⁻⁹ instead of 2.7 × 10⁻⁷, about fifty times too small. For these thick films the constant mass overestimates T when φ is below the fitted 2 eV and underestimates it when φ is above; the factor between the two transmissions grows exponentially with thickness.

**What the data could establish**

If φ and Eg are known independently, and if αβ = 0, the relation suggests a better analysis. Plot 2φ/κ² = 1/m_app against φ/(Eg − φ): the intercept is 1/m_c and the slope is 1/m_v. Thickness series at 1 and 3 eV give abscissas 0.2 and 1.0 and inverse masses 3.6667 and 5.0000. The slope is 1.3333/0.8 = 1.6667, so m_v = 0.6; the intercept is 3.6667 − 0.2 × 1.6667 = 3.3333, so m_c = 0.3. Two points fix the parameters but cannot check the model, since a line passes through any two points. A third energy is needed for that, and it must be measured accurately. If both bands have outside terms, the plot is no longer straight: with half the value of P² and the same gap and edge masses, the line through 1 and 3 eV would give m_v = 0.81 instead of 0.6, yet miss the inverse mass at 2 eV by only 0.6%.

**When both bands have outside terms**

For αβ > 0 the gap and the edge masses no longer determine κ. The inequality survives, however. Let

f(s) = (φ − αs/2)(η − βs/2) − P²s.

Then f(0) = φη > 0. At s = 2m_cφ, use 1 − αm_c = 2P²m_c/Eg:

f = (2P²m_cφ/Eg)(η − βm_cφ) − 2P²m_cφ = −(2P²m_cφ²/Eg)(1 + βm_c).

This is negative for P ≠ 0. The quadratic opens upwards, so one root lies below 2m_cφ and one above. The smaller root governs the long-range decay, and therefore m_app < m_c.

The initial rate of decrease also follows. Put s = 2mφ in f = 0 and divide by φ:

(1 − αm)(Eg − φ − βmφ) = 2P²m.

Insert m = m_c(1 − cφ) and keep terms linear in φ:

αm_c c Eg − (1 − αm_c)(1 + βm_c) = −2P²m_c c = −(1 − αm_c)Eg c.

Collecting the terms in c gives

c = (1 − αm_c)(1 + βm_c)/Eg.

In the example c = 0.083 eV⁻¹. Halving P² while holding the gap and both edge masses fixed lowers it to 0.052 eV⁻¹, and m_app at 2 eV rises from 0.240 to 0.256. At P = 0 it is 0.300: the conduction branch is then parabolic, and at this energy the fitted mass is the conduction mass. At 2 eV, with the gap and edge masses fixed, the strength of the interband coupling thus decides how far the fitted mass departs from m_c. Weak coupling does not restore m_c throughout the gap, however. The uncoupled branches have κ² = 2m_cφ and κ² = 2m_vη, which cross at φ = 4 eV in this example. Beyond that the valence branch decays more slowly, and for weak but non-zero coupling the smaller root of f lies close to it, not to the conduction branch. That root then carries little conduction amplitude and takes over only in thick films: at φ = 5 eV with 5% of the full P² it gives m_app = 0.115, while the slope between 10 and 20 Å gives 0.13 to 0.14, depending on the boundary condition on v. For negative β the value of f at s = 2m_cφ stays negative as long as β > −1/m_c, so a root with m_app < m_c remains; with α = 1, β = −0.667 and the same gap and edge masses, m_app at 2 eV is 0.236, but the other root is then a spurious solution at large real k.

**Recommendation**

The value 0.24 should be reported as an apparent mass at φ = 2 eV, together with the assumed barrier height. Calling it a conduction-band mass needs evidence that m_app stays constant from the fitted energy up to the band edge, or an independent determination of the edge mass. Near constancy over a narrow range is not enough: in the example m_app changes by only 3% between φ = 1.9 and 2.1 eV, although it lies 20% below m_c. Even the two-band analysis needs caution in a real gate oxide, where further bands, transverse momentum, an indirect gap or a field across the film can alter the decay. The numerical output gives the remaining values.

Numbers as computed

```
gap = 6.0 eV; m_c = 0.30, m_v = 0.60 electron masses
coupling P = 6.1725 eV angstrom
remote terms: alpha = 1.6667, beta = 0.0000 (atomic units)
electrode: mass 1.0 electron masses, kinetic 5.0 eV
thickness = 20.0 angstrom
phi (eV) | kappa (1/angstrom) | m_app | m_slope (electron masses)
0.5 | 0.1941 | 0.2870 | 0.2733
1.0 | 0.2675 | 0.2727 | 0.2430
2.0 | 0.3549 | 0.2400 | 0.1680
3.0 | 0.3968 | 0.2000 | 0.0667
4.0 | 0.3968 | 0.1500 | -0.0750
5.0 | 0.3354 | 0.0857 | -0.2816
kappa maximum at phi = 3.5147 eV
Green's function kappa at 2 eV = 0.3549 1/angstrom
same in atomic units = 0.1878 1/bohr
equal edge masses 0.3: m_app at 2 eV = 0.2000 electron masses
mass fitted to thickness series at 2 eV = 0.2400 electron masses
Transfer of that mass, T = transmission probability (no unit):
phi (eV) | constant-mass kappa (1/angstrom) | T two-band | T constant | T ratio constant/two-band | exponential part of ratio
1.0 | 0.2510 | 8.787e-05 | 1.731e-04 | 1.9704 | 1.9399
2.0 | 0.3549 | 2.559e-06 | 2.559e-06 | 1.0000 | 1.0000
3.0 | 0.4347 | 3.831e-07 | 9.165e-08 | 0.2392 | 0.2198
4.0 | 0.5020 | 2.717e-07 | 5.411e-09 | 0.0199 | 0.0149
Two-energy recovery from thickness series at 1 and 3 eV:
abscissas phi/(gap-phi) = 0.2000, 1.0000
inverse apparent masses = 3.6667, 5.0000 per electron mass
recovered m_c = 0.3000, m_v = 0.6000 electron masses
Same gap and edge masses, weaker coupling, phi = 2 eV:
P^2 fraction | alpha | beta (atomic units) | m_app (electron masses)
1.0 | 1.6667 | 0.0000 | 0.2400
0.5 | 2.5000 | 0.8333 | 0.2564
0.0 | 3.3333 | 1.6667 | 0.3000
edge coefficient c, full P^2 = 0.0833 1/eV
edge coefficient c, half P^2 = 0.0521 1/eV
```
